# Normal kinetic energy of sputtered atoms leaving a flat target, part 1

(Sections cited here and not found follow in the second part.)

## First half: the distribution at the target surface

An ion beam strikes a flat target and ejects atoms. Let $E$ be the kinetic energy of an ejected atom just outside the surface, and let $\theta$ be the angle between its velocity and the outward normal, so that $0\le\theta<\pi/2$. The velocity component along the normal is $v_z=v\cos\theta$, and the kinetic energy belonging to it is

$$E_z=\tfrac12 m v_z^2=E\cos^2\theta .$$

This is the quantity that matters when an atom meets a planar energy barrier, because such a barrier acts on the normal motion and leaves the parallel motion alone.

All distributions here are flux distributions: they count the atoms that cross the surface in a given time. They are normalised to one and, unless stated otherwise, are densities per unit energy. Three assumptions define the model.

1. The total energy follows the Thompson spectrum without an upper cutoff,
$$f(E)=\frac{2UE}{(E+U)^3},\qquad E>0,$$
where $U$ is the surface binding energy.
2. Emission follows the cosine law: a fraction $(\cos\theta/\pi)\,d\Omega$ of the atoms leaves into the solid angle $d\Omega$.
3. Energy and angle are statistically independent.

The numerical values refer to copper, with the rough typical value $U=3.5$ eV.

### (a) The total energy

*Show that $f$ is normalised. Find its peak, the fraction of atoms with $E>\varepsilon$, and the median energy.*

**Solution.** Put $s=E+U$, so that $E=s-U$ and $dE=ds$. With $s_0=\varepsilon+U$, the fraction above $\varepsilon$ is

$$\int_\varepsilon^\infty f\,dE=2U\int_{s_0}^\infty\left(\frac1{s^2}-\frac{U}{s^3}\right)ds
=2U\left(\frac1{s_0}-\frac{U}{2s_0^2}\right)=\frac{2U}{s_0}-\frac{U^2}{s_0^2}.$$

Completing the square gives $1-(1-U/s_0)^2$. Since $1-U/s_0=\varepsilon/(\varepsilon+U)$,

$$P(E>\varepsilon)=1-\left(\frac{\varepsilon}{\varepsilon+U}\right)^2 .$$

At $\varepsilon=0$ this equals one, which proves the normalisation.

For the peak, differentiate the quotient and cancel two factors of $E+U$ that are common to numerator and denominator:

$$\frac{df}{dE}=2U\,\frac{(E+U)-3E}{(E+U)^4}=\frac{2U(U-2E)}{(E+U)^4}.$$

The derivative is positive below $E=U/2$ and negative above it. The peak is therefore at $U/2=1.75$ eV, where $f=8/(27U)=0.0847$ per eV.

The median satisfies $E/(E+U)=1/\sqrt2$. Hence $\sqrt2\,E=E+U$ and $E=U/(\sqrt2-1)$, which is 8.45 eV. It lies far above the peak because the spectrum has a long tail, $f\to2U/E^2$ for $E\gg U$.

### (b) Atoms of one energy

*Take the atoms of one fixed energy $E$. How is $E_z$ distributed among them?*

**Solution.** The emission law doesn't depend on azimuth. The ring between $\theta$ and $\theta+d\theta$ has solid angle $2\pi\sin\theta\,d\theta$, so it receives the fraction

$$\frac{\cos\theta}{\pi}\,2\pi\sin\theta\,d\theta=2\cos\theta\sin\theta\,d\theta .$$

Let $\mu=\cos^2\theta$. Then $|d\mu|=2\cos\theta\sin\theta\,d\theta$, which is the same expression. The variable $\mu$ is therefore uniformly distributed between 0 and 1.

Because $E_z=E\mu$, the normal energy is uniformly distributed between 0 and $E$, with density $1/E$. Its mean is $E/2$.

Two factors meet in this result. The solid angle supplies $\sin\theta$, which favours oblique directions, and the emission law supplies $\cos\theta$, which suppresses grazing ones. Their product is the differential of $\cos^2\theta$, so no value of $E_z$ in the allowed range is preferred.

### (c) All energies together

*Find the flux distribution $p(E_z)$ for the whole Thompson spectrum. Where is it largest, and how does it compare with $f$?*

**Solution.** An atom can have normal energy $E_z$ if its total energy is at least $E_z$. By independence, atoms with energy in $dE$ contribute their share $f(E)\,dE$ times the density $1/E$ from part (b):

$$p(E_z)=\int_{E_z}^{\infty}\frac{f(E)}{E}\,dE=\int_{E_z}^{\infty}\frac{2U}{(E+U)^3}\,dE .$$

The factor $E$ in the numerator of the Thompson spectrum has cancelled. An antiderivative of the remaining integrand is $-U/(E+U)^2$, which vanishes at infinity, so

$$\boxed{\,p(E_z)=\frac{U}{(E_z+U)^2}\,}$$

A further integration gives the fraction above a threshold,

$$P(E_z>\varepsilon)=\int_\varepsilon^\infty\frac{U\,dE_z}{(E_z+U)^2}=\frac{U}{\varepsilon+U},$$

which equals one at $\varepsilon=0$, as it must. Setting it to one half gives the median $E_z=U$.

The function $p$ falls steadily from its value $1/U$ at $E_z=0$. Its maximum is at zero normal energy, whereas $f$ vanishes at zero and peaks at $U/2$. For $U=3.5$ eV the two densities are:

| Energy (eV) | $f$ (per eV) | $p$ (per eV) |
|---|---|---|
| 0 | 0 | 0.2857 |
| 1.75 | 0.0847 | 0.1270 |
| 3.50 | 0.0714 | 0.0714 |
| 20.0 | 0.0108 | 0.0063 |

The curves cross where $U/(x+U)^2=2Ux/(x+U)^3$, that is $x+U=2x$, or $x=U$. Far above $U$ they become $p\to U/E_z^2$ and $f\to2U/E^2$, so $p$ tends to half of $f$ at equal argument.

### (d) Why the maximum is at zero

*Is the position of the maximum a peculiarity of the Thompson spectrum? Which atoms have nearly zero normal energy?*

**Solution.** Keep the cosine law and the independence of energy and angle, but let $f$ be any continuous spectrum for which the integral below converges. Part (b) still gives

$$p(E_z)=\int_{E_z}^\infty\frac{f(E)}{E}\,dE .$$

Here $E_z$ appears as the lower limit, so differentiation yields minus the integrand at that limit:

$$\frac{dp}{dE_z}=-\frac{f(E_z)}{E_z}\le0 .$$

Thus $p$ never rises with $E_z$, whatever the shape of $f$. Each energy contributes a flat box that starts at $E_z=0$ and ends at $E_z=E$. All boxes overlap at zero, and they drop out one after another as $E_z$ grows. If $f$ were zero below some energy, $p$ would have a plateau up to that energy instead of a single highest point. The Thompson spectrum is positive at every $E>0$, so its $p$ decreases strictly.

The value at the maximum is $p(0)=\int_0^\infty (f/E)\,dE$, the mean of $1/E$. It is finite here because $f$ is proportional to $E$ at small $E$.

Read backwards, the derivative gives $f(E)=-E\,p'(E)$. The total-energy spectrum can thus be recovered from the normal-energy distribution, provided that the cosine law and the independence hold. For the result of part (c), $p'(E)=-2U/(E+U)^3$, and the Thompson spectrum returns.

Atoms with $E_z$ close to zero are not necessarily slow. Their total energies are distributed as $f(E)/E$ divided by $p(0)$, which is $2U^2/(E+U)^3$. The mean of this distribution is

$$\int_0^\infty E\,\frac{2U^2}{(E+U)^3}\,dE=U\int_0^\infty f\,dE=U .$$

On average these atoms carry the energy $U$, all of it in motion parallel to the surface. In the limit $E_z\to0$ the maximum is made by grazing atoms of every energy. In a window of finite width, slow atoms at moderate angles contribute as well: of the atoms with $E_z<0.2U$, about one third leave at less than $60^\circ$ from the normal.

### (e) Density per unit speed

*Does the flux distribution of the normal speed $v_z$ also peak at zero?*

**Solution.** No. The number of atoms in corresponding intervals is the same, so the density per unit speed is $p(E_z)\,dE_z/dv_z=p(E_z)\,m v_z$. Define $v_U$ by $\tfrac12mv_U^2=U$. Then

$$p\,m v_z\ \propto\ \frac{v_z}{(v_z^2+v_U^2)^2}.$$

The derivative has the sign of $(v_z^2+v_U^2)-4v_z^2$, which vanishes at $v_z^2=v_U^2/3$. The maximum lies at $E_z=U/3$, or 1.17 eV. The distribution describes the same atoms as before; the factor $mv_z$ arises because equal steps of speed span smaller steps of energy near zero. A statement about a peak must name the variable in which the density is taken.

The weighting must be named too. Counting the atoms present in a thin layer above the surface, instead of those crossing it, divides the flux by $v_z$, since slow atoms stay longer in the layer. The density per unit energy is then proportional to $E_z^{-1/2}(E_z+U)^{-2}$. It diverges at zero, but its integral is finite.

### (f) The same law from inside the solid

*Just below the surface, let a collision cascade with isotropic directions send atoms across a plane parallel to the surface. Their flux is $A\,E'^{-2}\cos\theta'\,d\Omega'\,dE'$, where primes denote values inside and $A$ is a constant. The surface is a planar barrier of height $U$. Derive $p$ directly, and then show that assumptions 1 to 3 follow.*

**Solution.** A planar barrier exerts a force along the normal. The parallel momentum is conserved and the normal energy falls by $U$:

$$E_z=E'_z-U,\qquad E\sin^2\theta=E'\sin^2\theta',\qquad E=E'-U .$$

Atoms with $E'_z<U$ are turned back.

The flux inside has the angular factor $\cos\theta'$, so part (b) applies to it. Since $\int\cos\theta'\,d\Omega'=\pi$ over the hemisphere, $\pi AE'^{-2}dE'$ atoms have energy in $dE'$, and their normal energies are uniform with density $1/E'$. The flux per unit inner normal energy is

$$\int_{E'_z}^\infty\frac{\pi A}{E'^3}\,dE'=\frac{\pi A}{2E_z'^2}.$$

The barrier selects $E'_z>U$ and shifts the scale by $U$. Outside, the flux per unit $E_z$ is $\pi A/[2(E_z+U)^2]$, and its integral over $E_z$ is $\pi A/(2U)$. The quotient is $U/(E_z+U)^2$, in agreement with part (c). In this picture $p$ is an inverse-square law cut off at the barrier and moved to the origin. The atoms at $E_z=0$ have just cleared the barrier, and they are the most numerous because the inner distribution falls with energy.

For the full distribution outside, hold $E'$ fixed, so that $E$ is fixed too, and differentiate the relation for the parallel energy:

$$2E\sin\theta\cos\theta\,d\theta=2E'\sin\theta'\cos\theta'\,d\theta' .$$

The azimuth is unchanged. Multiplying by $d\phi/2$ gives $E\cos\theta\,d\Omega=E'\cos\theta'\,d\Omega'$. Also $dE=dE'$, because the two energies differ by a constant. The flux becomes

$$\frac{A}{E'^2}\cos\theta'\,d\Omega'\,dE'=\frac{A\,E}{E'^3}\cos\theta\,d\Omega\,dE=\frac{A\,E}{(E+U)^3}\cos\theta\,d\Omega\,dE .$$

Every outside direction is reached, since $\sin^2\theta'=E\sin^2\theta/(E+U)$ is less than one. The expression is a product of a function of $E$ and $\cos\theta$, which is the Thompson spectrum with independent cosine emission.

A random simulation of this barrier crossing, started from isotropic directions inside, produced 997,989 escaped atoms. The largest difference between the simulated and derived cumulative distributions was 0.0009 for $E_z$ and also 0.0009 for $E$. Chance differences are expected to be of order one over the square root of the number of atoms, which is 0.0010. The share with $E_z<0.2U$ was 0.166, against $0.2/1.2=0.167$ from part (c). The share with $E<0.2U$ was 0.028, in agreement with $(0.2/1.2)^2=0.028$ from part (a).

## Second half: copper under argon ions, and the limits of the law

The symbols carry over. $E$ is the total kinetic energy of an atom leaving the target, $\theta$ its angle to the normal, $E_z=E\cos^2\theta$ its normal energy and $U$ the surface binding energy. For the Thompson spectrum $f(E)=2UE/(E+U)^3$ with independent cosine emission, the first half found

$$p(E_z)=\frac{U}{(E_z+U)^2},\quad P(E_z>\varepsilon)=\frac{U}{\varepsilon+U},\quad P(E>\varepsilon)=1-\left(\frac{\varepsilon}{\varepsilon+U}\right)^2 .$$

It also found that, for any spectrum with independent cosine emission, $p(E_z)=\int_{E_z}^\infty (f/E)\,dE$ and $dp/dE_z=-f(E_z)/E_z$. These results are called the basic model below.

The example is ion-beam sputtering of copper by 500 eV argon ions at normal incidence, with $U=3.5$ eV. A flat substrate stands parallel to the target at a distance of 10 cm, in argon at 0.1 mTorr and 300 K. These are rough typical values. The threshold $\varepsilon=20$ eV is a round number standing for some energetic effect at the growing film.

### (g) Atoms above a threshold

*What fraction of the emitted atoms exceeds 20 eV in total energy, and what fraction in normal energy? What is the mean normal energy?*

**Solution.** For the total energy,

$$P(E>20\ \text{eV})=1-\left(\frac{20}{23.5}\right)^2=0.276,$$

and for the normal energy,

$$P(E_z>20\ \text{eV})=\frac{3.5}{23.5}=0.149 .$$

Using the total energy where the normal energy is meant would overstate the fraction by a factor 1.85. This factor has a simple form. With $a=U/(\varepsilon+U)$, the first fraction is $1-(1-a)^2=2a-a^2$ and the second is $a$, so their ratio is $2-a$. It tends to 2 for thresholds far above $U$ and to 1 for thresholds far below it.

Which of the two fractions is relevant depends on the process. A planar barrier responds to $E_z$, and so does a planar retarding field if the atoms are ionised. Energy deposited in a film by collisions also involves the parallel motion, and there neither fraction need be the right measure.

The mean of $E_z$, taken up to a limit $M$ and with $s=E_z+U$, is

$$\int_0^M\frac{U E_z\,dE_z}{(E_z+U)^2}=U\int_U^{M+U}\left(\frac1s-\frac{U}{s^2}\right)ds
=U\left[\ln\left(1+\frac MU\right)-\frac{M}{M+U}\right].$$

The second term in the bracket tends to one, but the logarithm grows without limit. The basic model therefore has no finite mean normal energy. A mean value requires the upper end of the spectrum, which part (h) supplies.

### (h) The largest recoil energy

*A 500 eV ion cannot give an atom unlimited energy. Thompson's spectrum with a cutoff contains the extra factor $1-\sqrt{(E+U)/W}$, where $W$ is the largest energy that an ion can transfer to a target atom. Find $W$, the new distribution of $E_z$ and its consequences.*

For the Thompson spectrum with independent cosine emission, the flux distribution of the normal energy is largest at zero, and 0.149 of the copper atoms exceed 20 eV in normal energy, but the mean normal energy is not finite. What remains is to solve part (h) with the recoil cutoff, and then to examine other cascade spectra, emission that is not a cosine, and the effects of gas and geometry on the way to the substrate.
